**Wall heating by recombination of oxygen atoms**

The program tests $q=\beta\gamma(n\bar v/4)(D/2)$, where $n$ is the density of the Maxwell gas whose incoming half strikes the wall, $\bar v$ the mean speed, $\gamma$ the probability that an impact removes the atom, $D$ the bond energy of O₂ and $\beta$ the fraction of released energy left in the wall. For $n=10^{20}\ \mathrm{m^{-3}}$, 300 K, $\gamma=0.1$, $\beta=1$ and $D=5.1$ eV it prints 643.6 W/m², and it asserts agreement with 650 W/m² within 2%. Quadrature over the Maxwell distribution tests the mean speed, the impact flux, the energy $2kT$ per striking atom and the density correction at the wall. A random simulation of surface sites with binding energies of 1.0 and 4.0 eV gives 2.547 and 2.553 eV per lost atom, in agreement with $D/2=2.55$ eV. A sum over rotational levels tests the rotational energy $kT$, and a finite-difference solution tests the diffusion formula. A B3LYP/def2-TZVP calculation gives a bond energy of 5.27 eV, within the asserted 0.4 eV of the rough input. The ion heating and the response of the steel wall are estimates from rough inputs and are not tested.

## Check in Python

```python
"""Heating of a wall by recombination of oxygen atoms, O + O -> O2.

Result under test:  q = beta * gamma * (n * vbar / 4) * (D / 2)
  n      density of the Maxwell gas whose incoming half strikes the wall
  vbar   mean speed sqrt(8 k T / (pi m)) of atoms of mass m at temperature T
  gamma  fraction of impacts in which the atom is lost by recombination
  D      bond energy of O2, shared by the two atoms lost
  beta   fraction of the released energy left in the wall (1 = full)
"""
import random
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto, dft

k, e, hbar = const.k, const.e, const.hbar
T = 300.0                        # K
n = 1e20                         # m^-3
gamma = 0.1
beta = 1.0
bond_eV = 5.1                    # rough bond energy of O2
m = 15.999 * const.atomic_mass   # kg

# Derived formulas
vbar = np.sqrt(8 * k * T / (np.pi * m))
impact_flux = n * vbar / 4
loss_flux = gamma * impact_flux
heat = beta * loss_flux * bond_eV * e / 2
assert abs(heat / 650 - 1) < 0.02   # two-figure bond energy: 1 % uncertainty

# Maxwell distribution: speed, flux and carried energy by quadrature
s = np.sqrt(k * T / m)           # thermal velocity used as the unit


def speed_moment(power):
    return quad(lambda u: u**(2 + power) * np.exp(-u * u / 2), 0, 14)[0]


def one_component(u):
    return np.exp(-u * u / 2) / np.sqrt(2 * np.pi)


vbar_num = s * speed_moment(1) / speed_moment(0)
flux_num = n * s * quad(lambda u: u * one_component(u), 0, 14)[0]
carried_kT = 0.5 * speed_moment(3) / speed_moment(1)
assert abs(vbar_num / vbar - 1) < 1e-7
assert abs(flux_num / impact_flux - 1) < 1e-7
assert abs(carried_kT - 2) < 1e-7

# Density at the wall when a fraction gamma of the atoms does not return
incoming = n * quad(one_component, 0, 14)[0]
returning = (1 - gamma) * n * quad(one_component, -14, 0)[0]
wall_density = incoming + returning
wall_speed = vbar / 4 * gamma / (1 - gamma / 2)
assert abs(wall_speed * wall_density / (gamma * flux_num) - 1) < 1e-7
heat_if_wall = wall_speed * n * bond_eV * e / 2


# Random simulation of sites: an atom sticks to an empty site, or removes
# the atom on an occupied site as a molecule; other impacts are reflected.
def simulate_surface(binding_eV, seed, hits=1000000, sites=200):
    rng = random.Random(seed)
    stick = 0.5
    react = 0.05 * stick / (stick - 0.05)
    occupied = [False] * sites
    lost = molecules = 0
    energy = 0.0
    for _ in range(hits):
        i = int(rng.random() * sites)
        if occupied[i]:
            if rng.random() < react:
                occupied[i] = False
                lost += 1
                molecules += 1
                energy += bond_eV - binding_eV
        elif rng.random() < stick:
            occupied[i] = True
            lost += 1
            energy += binding_eV
    return lost / hits, molecules / hits, energy / lost


weak = simulate_surface(1.0, 1)
strong = simulate_surface(4.0, 2)
for lost_fraction, molecule_fraction, energy_per_atom in (weak, strong):
    # about 50000 molecules: statistical error near 0.5 %
    assert abs(lost_fraction / gamma - 1) < 0.03
    assert abs(molecule_fraction / (gamma / 2) - 1) < 0.03
    # error from atoms still bound at the end: below 0.5 %
    assert abs(energy_per_atom / (bond_eV / 2) - 1) < 0.005

# Rotational energy of O2 from its levels (only odd J occur)
bond_length = 1.21e-10           # m, rough
rot_const = hbar**2 / (2 * (m / 2) * bond_length**2)
J = np.arange(1, 200, 2)
levels = rot_const * J * (J + 1)
weights = (2 * J + 1) * np.exp(-levels / (k * T))
rotation_kT = np.sum(weights * levels) / np.sum(weights) / (k * T)
assert abs(rotation_kT - 1) < 0.01
excess_kT = 2 * carried_kT - (carried_kT + rotation_kT)
thermal_percent = 100 * excess_kT * k * T / (bond_eV * e)

# Diffusion between two plates with uniform production of atoms
pressure_mTorr = 20.0
gap = 0.10                       # m
cross_section = 3e-19            # m^2, rough
gas_density = pressure_mTorr * 1e-3 * const.torr / (k * T)
free_path = 1 / (gas_density * cross_section)
diffusion = free_path * vbar / 3
drop_ratio = wall_speed * gap / (4 * diffusion)
heat_if_centre = heat_if_wall / (1 + drop_ratio)

cells = 100
h = gap / 2 / cells
matrix = np.zeros((cells + 1, cells + 1))
source = np.ones(cells + 1)
for i in range(1, cells):
    matrix[i, i - 1:i + 2] = np.array([-1, 2, -1]) * diffusion / h**2
matrix[0, :2] = np.array([2, -2]) * diffusion / h**2
matrix[cells, cells - 1] = -diffusion / h
matrix[cells, cells] = diffusion / h + wall_speed
source[cells] = h / 2
profile = np.linalg.solve(matrix, source)
profile *= n / profile[0]
heat_num = wall_speed * profile[-1] * bond_eV * e / 2
assert abs(heat_num / heat_if_centre - 1) < 1e-7


# Bond energy from density-functional theory
def dft_energy(atoms, guess=None):
    mol = gto.M(atom=atoms, basis="def2-tzvp", spin=2, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "b3lyp"
    mf.kernel(dm0=guess)
    if not mf.converged:
        mf = mf.newton()
        mf.kernel(mf.mo_coeff, mf.mo_occ)
    assert mf.converged
    return mf.e_tot, mf.make_rdm1()


hartree = const.physical_constants["Hartree energy"][0]
atom_energy, _ = dft_energy("O 0 0 0")
middle, density_matrix = dft_energy("O 0 0 0; O 0 0 1.21")
shorter, _ = dft_energy("O 0 0 0; O 0 0 1.19", density_matrix)
longer, _ = dft_energy("O 0 0 0; O 0 0 1.23", density_matrix)
stiffness = (shorter + longer - 2 * middle) * hartree / (0.02e-10)**2
zero_point_eV = 0.5 * hbar * np.sqrt(stiffness / (m / 2)) / e
well_eV = (2 * atom_energy - middle) * hartree / e
bond_dft = well_eV - zero_point_eV
# usual error of this functional for a bond energy: a few tenths of an eV
assert abs(bond_dft - bond_eV) < 0.4

# Other heat source and response of the wall (rough typical values)
plasma_density = 1e16            # m^-3
electron_eV = 3.0
energy_per_ion_eV = 30.0
bohm_speed = np.sqrt(electron_eV * e / (2 * m))
ion_heat = np.exp(-0.5) * plasma_density * bohm_speed * energy_per_ion_eV * e
thickness, steel_density, steel_heat = 2e-3, 7900.0, 500.0
heating_rate = heat / (thickness * steel_density * steel_heat)
radiative_T = (T**4 + heat / const.sigma)**0.25

print(f"gas temperature: {T:.0f} K")
print(f"atom density n: {n:.1e} m^-3")
print(f"recombination probability gamma: {gamma:.2f}")
print(f"accommodation beta: {beta:.1f}")
print(f"rough O2 bond energy D: {bond_eV:.1f} eV")
print(f"mass of O atom: {m:.4e} kg")
print(f"mean speed: {vbar:.1f} m/s")
print(f"impact flux, formula: {impact_flux:.4e} m^-2 s^-1")
print(f"impact flux, quadrature: {flux_num:.4e} m^-2 s^-1")
print(f"loss flux of atoms: {loss_flux:.4e} m^-2 s^-1")
print(f"formation flux of O2: {loss_flux / 2:.4e} m^-2 s^-1")
print(f"energy per lost atom: {bond_eV / 2:.2f} eV")
print(f"energy per lost atom: {bond_eV * e / 2:.4e} J")
print(f"HEAT FLUX: {heat:.1f} W/m^2")
print(f"HEAT FLUX: {heat / 1e4:.4f} W/cm^2")
print(f"heat flux if beta = 0.5: {0.5 * heat:.1f} W/m^2")
print(f"wrong result with D per lost atom: {2 * heat:.1f} W/m^2")
print("site simulation, binding energies: 1.0 and 4.0 eV")
print(f"  lost atoms per impact: {weak[0]:.4f} and {strong[0]:.4f}")
print(f"  molecules per impact: {weak[1]:.4f} and {strong[1]:.4f}")
print(f"  heat per lost atom: {weak[2]:.3f} and {strong[2]:.3f} eV")
print(f"B3LYP well depth of O2: {well_eV:.2f} eV")
print(f"B3LYP zero-point energy: {zero_point_eV:.3f} eV")
print(f"B3LYP bond energy: {bond_dft:.2f} eV")
print(f"actual density at wall / n: {wall_density / n:.3f}")
print(f"heat if 1e20 is actual wall density: {heat_if_wall:.1f} W/m^2")
print(f"energy carried per arriving atom: {carried_kT:.3f} kT")
print(f"rotational energy per O2: {rotation_kT:.3f} kT")
print(f"kT at 300 K: {k * T / e:.4f} eV")
print(f"thermal addition to heat: {thermal_percent:.2f} %")
print(f"total pressure: {pressure_mTorr:.0f} mTorr")
print(f"plate gap: {gap * 100:.0f} cm")
print(f"total gas density: {gas_density:.3e} m^-3")
print(f"atom fraction of gas: {100 * n / gas_density:.1f} %")
print(f"rough collision cross-section: {cross_section:.0e} m^2")
print(f"mean free path: {free_path * 1000:.2f} mm")
print(f"diffusion coefficient: {diffusion:.2f} m^2/s")
print(f"wall loss speed w: {wall_speed:.2f} m/s")
print(f"density drop / wall density: {drop_ratio:.3f}")
print(f"heat if 1e20 is centre density: {heat_if_centre:.1f} W/m^2")
print(f"plasma density: {plasma_density:.0e} m^-3")
print(f"electron temperature: {electron_eV:.0f} eV")
print(f"energy delivered per ion: {energy_per_ion_eV:.0f} eV")
print(f"Bohm speed of O2+: {bohm_speed:.0f} m/s")
print(f"ion heat flux: {ion_heat:.0f} W/m^2")
print(f"steel thickness: {thickness * 1000:.0f} mm")
print(f"steel density: {steel_density:.0f} kg/m^3")
print(f"steel specific heat: {steel_heat:.0f} J/(kg K)")
print(f"initial heating rate of steel: {heating_rate:.3f} K/s")
print(f"radiative balance temperature, black face: {radiative_T:.0f} K")
print("all tests passed")
```

Printed output:

```
gas temperature: 300 K
atom density n: 1.0e+20 m^-3
recombination probability gamma: 0.10
accommodation beta: 1.0
rough O2 bond energy D: 5.1 eV
mass of O atom: 2.6567e-26 kg
mean speed: 630.1 m/s
impact flux, formula: 1.5752e+22 m^-2 s^-1
impact flux, quadrature: 1.5752e+22 m^-2 s^-1
loss flux of atoms: 1.5752e+21 m^-2 s^-1
formation flux of O2: 7.8761e+20 m^-2 s^-1
energy per lost atom: 2.55 eV
energy per lost atom: 4.0856e-19 J
HEAT FLUX: 643.6 W/m^2
HEAT FLUX: 0.0644 W/cm^2
heat flux if beta = 0.5: 321.8 W/m^2
wrong result with D per lost atom: 1287.1 W/m^2
site simulation, binding energies: 1.0 and 4.0 eV
  lost atoms per impact: 0.0998 and 0.1003
  molecules per impact: 0.0498 and 0.0501
  heat per lost atom: 2.547 and 2.553 eV
B3LYP well depth of O2: 5.37 eV
B3LYP zero-point energy: 0.100 eV
B3LYP bond energy: 5.27 eV
actual density at wall / n: 0.950
heat if 1e20 is actual wall density: 677.4 W/m^2
energy carried per arriving atom: 2.000 kT
rotational energy per O2: 0.998 kT
kT at 300 K: 0.0259 eV
thermal addition to heat: 0.51 %
total pressure: 20 mTorr
plate gap: 10 cm
total gas density: 6.438e+20 m^-3
atom fraction of gas: 15.5 %
rough collision cross-section: 3e-19 m^2
mean free path: 5.18 mm
diffusion coefficient: 1.09 m^2/s
wall loss speed w: 16.58 m/s
density drop / wall density: 0.381
heat if 1e20 is centre density: 490.5 W/m^2
plasma density: 1e+16 m^-3
electron temperature: 3 eV
energy delivered per ion: 30 eV
Bohm speed of O2+: 3008 m/s
ion heat flux: 88 W/m^2
steel thickness: 2 mm
steel density: 7900 kg/m^3
steel specific heat: 500 J/(kg K)
initial heating rate of steel: 0.081 K/s
radiative balance temperature, black face: 373 K
all tests passed
```
